Stress-Free Oxidation of Curved Silicon and the Meaning of Convex Retardation

A silicon rod of radius 300 nm carries 200 nm of oxide. In the model worked out below, its silicon surface recedes at 109 nm/h, while a flat surface under the same 200 nm of oxide recedes at 98 nm/h. Yet the rod's oxide thickens more slowly: 192 nm/h against 222 nm/h. The rod consumes silicon faster and gains oxide thickness more slowly, with no stress in the model at all.

Two separate effects are at work. Diffusion in a cylinder favours the rod. The spreading of new oxide around a growing circumference thins its film. An observation that convex silicon is "retarded" therefore has to say which quantity is retarded before it can be used as evidence for stress.

## The model

Let a be the radius of the silicon surface and x the oxide thickness. For a convex rod the gas meets the oxide at radius b = a + x. For a concave surface, the wall of a round hole in silicon, it meets the oxide at b = a − x. The cylinders are long, so nothing varies along the axis.

Oxidant has concentration C in the oxide and diffusivity D. At the silicon it reacts with flux kC(a). At the gas side it enters with flux h[C* − C(b)], where C* is the concentration in equilibrium with the gas. The coefficients D, k, h and C* are the same for all shapes and do not depend on stress; the crystal face is also held fixed. Diffusion is taken as quasi-steady: the profile adjusts much faster than the surfaces move.

Take the rod first, and let F(r) be the inward flux per unit area. The same number of molecules crosses every circle, so 2πrF is constant and

F(r) = F_a a/r,

where F_a is the flux at the silicon. Inward flow requires C to rise outward, so F = D dC/dr. Integrating from a to b gives

C(b) − C(a) = (F_a a/D) ln(b/a).

The two surface conditions give

C(a) = F_a/k

C* − C(b) = F(b)/h = F_a a/(hb).

Adding the three equations removes C(a) and C(b):

C* = F_a [1/k + (a/D) ln(b/a) + a/(hb)].

Multiply by D and define the lengths Λk = D/k and Λh = D/h. Then

F_a = DC*/R

R = Λk + L + Λh a/b

L = a ln(b/a) = a ln(1 + x/a) for the rod.

In the hole the oxidant flows outward, so F = −D dC/dr, but rF is again constant. Integration from b up to a gives C(b) − C(a) = (F_a a/D) ln(a/b). The formula for R keeps its form, with

L = a ln(a/b) = −a ln(1 − x/a) for the hole.

On a plane, L = x and the area factor a/b is 1.

Let N be the number of oxidant molecules built into unit volume of oxide, and α the volume of silicon consumed per volume of oxide formed. New oxide appears at the rate F_a/N per unit area, so silicon recedes at

v = αF_a/N = αB/(2R), with B = 2DC*/N.

## Why the rod wins at equal thickness

For u > 0,

ln(1 + u) = ∫₀ᵘ dt/(1 + t) < u.

With u = x/a this gives L < x for the rod. For 0 < u < 1,

−ln(1 − u) = ∫₀ᵘ dt/(1 − t) > u,

so L > x for the hole. The gas-transfer term moves the same way, since a/b is below 1 for the rod and above 1 for the hole. Hence, at equal thickness,

R_convex < R_plane < R_concave

v_convex > v_plane > v_concave.

The physical reason lies in the cross-section. Oxidant bound for a rod passes through wide sections far out and reaches the narrowest one at the silicon. For a given flux at the silicon, the flux farther out is smaller and needs a smaller concentration gradient. More of C* is left to drive the reaction. In a hole the narrow section lies at the gas side, and the oxidant must then spread over a larger silicon surface.

The example uses B = 2.0 × 10⁵ nm²/h, Λk = 250 nm, Λh = 0.5 nm and α = 0.44. At a = 300 nm and x = 200 nm, the rod has

L = 300 ln(5/3) = 153.2 nm

R = 250 + 153.2 + 0.5 × 0.6 = 403.5 nm

v = 0.44 × 10⁵/403.5 = 109.0 nm/h.

The plane has R = 250 + 200 + 0.5 = 450.5 nm and v = 97.7 nm/h. The hole has L = 300 ln 3 = 329.6 nm, R = 581.1 nm and v = 75.7 nm/h. Relative to the plane, the rod is 12% faster and the hole 22% slower.

The concentration at the silicon shows the cause directly. From C(a) = F_a/k,

C(a)/C* = Λk/R,

which is 0.62 for the rod, 0.55 for the plane and 0.43 for the hole. The reaction constant is the same in all three; the supply differs.

## Why the film can still be thinner

At the silicon surface, recession by v frees a volume v per unit area and time, while oxide of volume v/α is formed. The excess,

v/α − v = v(1 − α)/α,

pushes the existing oxide away from the silicon. Assume that the oxide flows without change of volume and only in the plane of the cross-section. Its radial speed then falls as 1/r, so the gas-side surface moves at v[(1 − α)/α]a/b. The thickness grows through both motions:

dx/dt = v[1 + (a/b)(1 − α)/α].

For the plane this is v/α. For the rod in the example, a/b = 0.6 and (1 − α)/α = 1.273, so dx/dt = 109.0 × 1.764 = 192 nm/h. The plane gives 97.7/0.44 = 222 nm/h. In the hole, where a/b = 3, the result is 365 nm/h: oxide crowded into a shrinking opening thickens quickly although silicon is being consumed more slowly than on the plane.

Weak curvature shows the competition. Put κ = 1/a for the rod and κ = −1/a for the hole. To first order, L = x − κx²/2 and a/b = 1 − κx. With R_p = Λk + Λh + x,

R = R_p − κx(x/2 + Λh)

v/v_plane = 1 + κx(x/2 + Λh)/R_p.

The bracket in dx/dt becomes (1/α)[1 − (1 − α)κx]. Multiplying the two factors and keeping first order,

(dx/dt)/(dx/dt)_plane = 1 + κx[(x/2 + Λh)/R_p − (1 − α)].

The first term in the bracket is the diffusion advantage and the second is the spreading. When Λh is negligible the first is at most 1/2, so spreading wins for α = 0.44. If gas transfer were the main resistance, the first term would approach 1 and the rod's film would thicken faster.

Two limits at finite curvature place the example. If the reaction alone controls the rate, all three shapes recede equally, and the rod's thickness rate relative to the plane is

α + (1 − α)a/b = 0.44 + 0.56 × 0.6 = 0.78.

If diffusion alone controls it, the recession ratio is x/L = 200/153.2 = 1.305, and the thickness ratio is 1.305 × 0.776 = 1.01. The small first-order deficit has then been overturned by higher orders. The actual thickness ratio, 0.87, lies between these limits.

## From equal thickness to equal time

An experiment usually compares samples after the same time, when their thicknesses differ. The ordering of silicon consumption survives this change. Start from bare surfaces, with initial radius a₀ for rod and hole, and let s be the silicon recession.

Oxide area equals consumed silicon area divided by α. For both shapes this gives

b² = a² + (a₀² − a²)/α.

For the rod, a₀ = a + s, so a₀² − a² = 2as + s². Compare b with a + s/α:

(a + s/α)² − b² = s²/α² − s²/α = s²(1 − α)/α² > 0.

Thus x < s/α, where s/α is the planar thickness at the same recession. Since L < x, the rod has L < s/α.

For the hole, a₀ = a − s, so a₀² − a² = −2as + s², and

(a − s/α)² − b² = s²(1 − α)/α² > 0.

To take the root we need a − s/α > 0. While the hole is open, b² > 0 requires 2s/a − (s/a)² < α, or s/a < 1 − √(1 − α). Because √(1 − α) > 1 − α, this bound is below α, as needed. So b < a − s/α, which means x > s/α, and L > x then gives L > s/α.

At equal recession the resistances therefore obey R_convex < R_plane < R_concave once any oxide exists. From ds/dt = αB/(2R), the time to reach recession s is

t(s) = [2/(αB)] ∫₀ˢ R(s′) ds′.

The rod reaches every s soonest and the hole latest. So at every later time, until the rod is consumed or the hole closes,

s_convex > s_plane > s_concave.

For the example, take a₀ = 400 nm and stop when the plane carries 200 nm. On the plane dx/dt = B/[2(Λk + Λh + x)], which integrates from x = 0 to

x² + 2(Λk + Λh)x = Bt.

Hence t = (40 000 + 501 × 200)/200 000 = 0.701 h. Integrating the motion of both surfaces numerically for the curved cases gives:

- rod: 92.7 nm of silicon consumed, 186 nm of oxide;
- plane: 88.0 nm consumed, 200 nm of oxide;
- hole: 82.1 nm consumed, 222 nm of oxide.

A rod whose oxide is 7% thinner than the planar film is thus what stress-free diffusion predicts here. It is no sign of a slowed reaction.

## What would count as evidence

Lower silicon consumption on the rod than on the plane, at equal time and on the same face, contradicts the stress-free model whatever the values of D, k and h. Thickness alone can also decide, if it is small enough.

The rod's thickness increases with s, because dx/ds = 1 + (a/b)(1 − α)/α is positive. Since the stress-free rod consumes at least as much silicon as the plane, its oxide is at least as thick as area conservation gives for s = s_plane. In the example s_plane = 88 nm, so a = 312 nm and

b² = 312² + (400² − 312²)/0.44 = 239 744 nm²

b = 489.6 nm

x_floor = 177.6 nm.

This is a lower bound, 11% below the planar film; the model's own value is 186 nm. The bound needs the starting radius, α and the planar recession, but no rate constants. A rod oxide below it needs something outside the model: a smaller k, D, h or C* on the rod, a slower crystal face, or oxide flow that breaks the volume assumption.

## Is stress large enough?

One candidate is compression across the silicon surface, which can hinder a reaction that needs room. Count tension as positive and write the changed constant as k exp(σV/k_BT), where σ is the radial stress at the silicon and V an activation volume.

At a = 300 nm and x = 200 nm, the rod's advantage is ΔR = 450.5 − 403.5 = 47.0 nm. If k is multiplied by q, Λk becomes Λk/q. The advantage is cancelled when

Λk/q − Λk = ΔR

q = 1/(1 + ΔR/Λk) = 0.842.

With the rough value V = 0.0125 nm³ at 900 °C, k_BT/V is 1.30 GPa. The compression needed is 1.30 × ln(1/0.842), or 0.22 GPa.

Oxide pushed outward around a rod is stretched along its circumference. Its radial speed is u = A/r, with A = av(1 − α)/α for the rod and A = −av(1 − α)/α for the hole. The strain rates are u/r = A/r² along the circumference and du/dr = −A/r² along the radius, so the shear rate is 2A/r². Let τ = (σ_θθ − σ_rr)/2 be the shear stress. Eyring's flow law, in which viscosity falls at high stress, gives

τ = τc arsinh[2Aη/(τc r²)],

where η is the low-stress viscosity. A rough flow volume of 0.3 nm³ gives τc = 2k_BT/(0.3 nm³) = 0.108 GPa. Radial force balance is

dσ_rr/dr = (σ_θθ − σ_rr)/r = 2τ/r.

The gas-side surface is free, so σ_rr(b) = 0 and

σ_rr(a) = ∫ from b to a of (2τ/r) dr.

For the rod τ is positive and the integral runs inward. For the hole τ is negative and it runs outward. Both give compression at the silicon.

The stress slows the reaction, and the slower reaction lowers the stress, so the two were solved together by quadrature and root finding. For η = 10¹³, 10¹⁴ and 10¹⁵ Pa s, the compression on the rod is 0.35, 0.59 and 0.83 GPa. Recession relative to the unstressed plane is 0.94, 0.82 and 0.72. In this estimate, which changes k alone, stress turns the rod's advantage into a deficit at all three viscosities. For the hole at 10¹⁴ Pa s the compression is 1.5 GPa and the recession ratio 0.40, of which diffusion geometry alone accounts for a factor 0.78. The silicon is treated as rigid here; around a real hole it could yield under such a load at 900 °C, which the estimate leaves out.

The estimate has a weak point. At the rod's gas-side surface the radial stress is zero and the circumferential stress is 2τ, a tension, which may raise D or the solubility of the oxidant. At the middle viscosity k is multiplied by 0.634, so the reaction length is 250/0.634 = 394 nm. Hold that factor fixed, and keep the original D as the multiplier that defines R and the reaction length, so that a change of diffusivity alters only the diffusion term. That term would have to fall from 153 to about 56 nm to restore the planar resistance of 450.5 nm. A 2.7-fold rise in D would do this. With infinite D the rod would be 14% faster than the plane. If the stress is allowed to respond to the faster recession, these figures become 3.1-fold and 11%. At 10¹³ Pa s the margin is much thinner: a 1.3-fold rise in D cancels the deficit. A uniform rise in C* of 7%, 23% or 42% cancels it at the three viscosities. If D follows the local mean stress as D exp[(σ_rr + σ_θθ)V_D/(2k_BT)] with a rough V_D = 0.065 nm³, the recession ratios become 1.10, 0.99 and 0.86. The result at 10¹³ Pa s also depends on the rough volumes: a flow volume of 0.6 nm³, or V = 0.008 nm³, moves the ratio from 0.94 to 1.00. Stress on the reaction is thus of the right size to offset the rod's advantage. Whether it produces a net deficit depends on the viscosity, on the activation volumes and on how far tension opens the oxide. At 10¹² Pa s the same estimate leaves the rod 5% faster than the plane.

These ratios compare rates at one instant, at equal oxide thickness. Following the same stress model from bare surfaces through the 0.70 h run, with D unchanged, gives a milder effect. The rod then consumes 0.97, 0.92 and 0.87 times as much silicon as the plane for η = 10¹³, 10¹⁴ and 10¹⁵ Pa s, and 1.02 times as much for 10¹² Pa s. With the stress-dependent D above, the first three figures become 1.09, 1.05 and 0.99.

## The real process

The parameters are rough values for wet oxidation of the fast (111) face of silicon a little above 900 °C (on the slow (100) face Λk is about twice as long at 900 °C); the oxide viscosity and the activation volumes are the least certain. Thinner oxide on small silicon rods and at convex edges has been observed at such temperatures.

A real rod breaks the assumption of a single crystal face. A round rod exposes several, and k differs between fast and slow faces by a factor of roughly 1.7. If the rod has the slow face and the flat reference the fast one, the rod's resistance becomes 1.7 × 250 + 153.2 + 0.3 = 578.5 nm. Its recession relative to the reference is then 450.5/578.5 = 0.78 instead of 1.12. That would look like strong retardation with no stress present, so a round rod has to be compared direction by direction, each against a flat reference of the same face.

Other omissions are smaller. With C*/N roughly 7 × 10⁻⁴, D = B/(2C*/N) = 1.4 × 10⁸ nm²/h. The oxide at the rod's silicon surface moves at 139 nm/h, so its transport of oxidant relative to diffusion is about 139 × 200/(1.4 × 10⁸) = 2 × 10⁻⁴. A surface tension of roughly 0.3 N/m at b = 500 nm gives a pressure of 0.6 MPa, far below the 220 MPa needed to cancel the rod's advantage. For a shear modulus of roughly 30 GPa, the flow at the middle viscosity supplies the oxide's elastic shear strain in about 110 s at the rod's silicon surface and 260 s at its gas side, both short beside the 0.70 h run. This supports treating it as a flowing material in the stress estimate.

Numbers in the example were calculated in double precision.
